# Can slow surface trapping imitate giant piezoresistance in silicon nanowires?: test program

```python
# RESULT UNDER TEST: along a stress ramp, the recorded slope of ln R is
#   pi_band + pi_surface + (d ln R/dt at fixed stress)/(stress rate),
# so slow surface trapping can imitate giant piezoresistance in an n-type
# [100] silicon nanowire. Tension is positive; pi = d ln R / d stress.
# u: conducting fraction of the wire cross-section (neutrality count)
# psi: surface band bending in V; D_FAST: fast traps per eV and area
# slow(t): areal density of electrons captured by slow oxide traps
# BETA: stress shift of the trap neutral level, in eV/Pa
# Internal units are SI, except energies in eV.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1, jn_zeros
import mpmath as mp

q, eps0 = sc.e, sc.epsilon_0
T = 300.0
kT = sc.k * T / q
ML, MT = 0.916, 0.19
XI_U = 9.0
S11, S12 = 7.68e-12, -2.14e-12
EPS = 11.7 * eps0
A = 30e-9
ND = 1e24
D_FAST = 3e16
CHI0 = 0.70
BETA = 0.02e-9
N_OX, LAM, DEPTH, TAU0 = 3e24, 0.1e-9, 1.5e-9, 1.0
TAUM = TAU0 * np.exp(DEPTH / LAM)
UNIT = 1e-11

# Band transport from explicit k-space sums; k in sqrt(m0 kT)/hbar.
k = np.arange(-7.0, 7.01, 0.2)
kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
pop, cond = [], []
for masses in ((ML, MT, MT), (MT, ML, MT), (MT, MT, ML)):
    weight = np.exp(-0.5 * (kx**2/masses[0] + ky**2/masses[1]
                            + kz**2/masses[2]))
    pop.append(weight.sum())
    cond.append(((kx / masses[0])**2 * weight).sum())
pop, cond = np.array(pop), np.array(cond)
strain_per_stress = np.array([S11, S12, S12])


def ln_mobility(stress, offsets=np.zeros(3)):
    shift = XI_U * strain_per_stress * stress / kT + offsets
    w = np.exp(-shift)
    return np.log((w * cond).sum(-1) / (w * pop).sum(-1))


K = ML / MT
valley_rate = XI_U * (S11 - S12) / kT
pi_band = -2 * (K - 1) / (3 * (2*K + 1)) * valley_rate
dx = 1e5
pi_sum = -(ln_mobility(dx) - ln_mobility(-dx)) / (2*dx)
assert abs(pi_sum / pi_band - 1) < 1e-5
bound = (np.sqrt(K) - 1) / (np.sqrt(K) + 1) * valley_rate
offs = np.random.default_rng(4).uniform(-6, 6, (20000, 3))
slopes = np.abs(ln_mobility(dx, offs) - ln_mobility(-dx, offs)) / (2*dx)
assert slopes.max() <= bound * (1 + 1e-5)
assert slopes.max() > 0.99 * bound
r_limit = (1 + 2*K) / 3
r_strong = np.exp(ln_mobility(0.0) - ln_mobility(-6e9))
assert abs(r_strong / r_limit - 1) < 1e-4
# Fermi level relative to the mean valley edge has no linear stress shift.
ws = np.exp(-XI_U * strain_per_stress * 1e7 / kT)
mean_shift = XI_U * strain_per_stress.mean() * 1e7
zeta_shift = kT * np.log((ws*pop).sum() / pop.sum()) + mean_shift
assert abs(zeta_shift) < 0.05 * BETA * 1e7

# Surface electrostatics.
mdos = (ML * MT**2)**(1/3) * sc.m_e
NC = 12 * (mdos * sc.k * T / (2*np.pi*sc.hbar**2))**1.5
ZETA = kT * np.log(NC / ND)
PSI0 = q * ND * A**2 / (4*EPS)
C = 2 / (A * ND)


def psi(u):
    return PSI0 * (1 - u + u*np.log(u))


def solve_u(n_slow, stress):
    def balance(u):
        fast = D_FAST * (CHI0 + BETA*stress - ZETA - psi(u))
        return 1 - u - C * (fast + n_slow)
    return brentq(balance, 1e-9, 1 - 1e-12, xtol=1e-15, rtol=1e-14)


def gain(u):
    inverse_cap = q * A / EPS * np.log(1 / np.sqrt(u))
    return C / u / (1 + D_FAST * inverse_cap)


for ut in (0.1, 0.4):
    rc = A * np.sqrt(ut)
    drop = quad(lambda r: q*ND*(r*r - rc*rc)/(2*EPS*r), rc, A)[0]
    assert abs(drop / psi(ut) - 1) < 1e-8


def ein(z):
    return exp1(z) + np.log(z) + np.euler_gamma


def slow(t):
    return N_OX * LAM * (ein(t/TAU0) - ein(t/TAUM))


depths = (np.arange(20000) + 0.5) * DEPTH / 20000
for tt in (3.0, 60.0, 3600.0):
    filled = 1 - np.exp(-tt / (TAU0 * np.exp(depths/LAM)))
    assert abs(N_OX * DEPTH * filled.mean() / slow(tt) - 1) < 1e-5


def ln_r(t, stress):
    return -ln_mobility(stress) - np.log(solve_u(slow(t), stress))


# Feedback formulas against the nonlinear charge balance.
t_mid = 135.0
n_mid = slow(t_mid)
u_mid = solve_u(n_mid, 0.0)
g_mid = gain(u_mid)
dn = 1e12
g_num = -np.log(solve_u(n_mid+dn, 0)/solve_u(n_mid-dn, 0)) / (2*dn)
assert abs(g_num / g_mid - 1) < 1e-4
pi_surf = g_mid * D_FAST * BETA
ps_num = -np.log(solve_u(n_mid, 1e6)/solve_u(n_mid, -1e6)) / 2e6
assert abs(ps_num / pi_surf - 1) < 1e-4
pi_true = pi_band + pi_surf

# Ramp formula against the derivative of the full nonlinear record.
XMAX = 10e6
times = 60.0 + 30.0*np.arange(6)
levels = np.linspace(0, XMAX, 6)
rate = XMAX / (times[-1] - times[0])
slow_rate = N_OX*LAM*(np.exp(-t_mid/TAUM) - np.exp(-t_mid/TAU0))/t_mid
pi_drift = g_mid * slow_rate / rate
ramp = [ln_r(t, rate*(t - times[0])) for t in (t_mid-0.5, t_mid+0.5)]
ramp_slope = (ramp[1] - ramp[0]) / rate
assert abs(ramp_slope / (pi_true + pi_drift) - 1) < 0.01


def stair(sign, wait=0.0):
    actual = sign * levels
    label = actual if sign else levels
    y = [ln_r(t + wait, x) for t, x in zip(times, actual)]
    return np.polyfit(label, y, 1)[0]


tension, compression, null = stair(1), stair(-1), stair(0)
late = stair(0, 3600.0)
half_sum = (tension + compression) / 2
# The depletion, hence the true response, changes slightly during a run.
assert abs(half_sum / pi_true - 1) < 0.10
assert abs((tension - null) / pi_true - 1) < 0.10
assert abs(compression) > 3 * bound and compression < 0 < tension
assert late < 0.1 * null

# Off-on-on-off sequence, one reading per second.
tq = 210.0 + np.arange(4)


def alternating(x_on):
    y = [ln_r(t, x) for t, x in zip(tq, (0, x_on, x_on, 0))]
    return (-y[0] + y[1] + y[2] - y[3]) / (2*XMAX)


quartet, leak = alternating(XMAX), alternating(0.0)
tc = tq.mean()
curv = (ln_r(tc+5, 0) - 2*ln_r(tc, 0) + ln_r(tc-5, 0)) / 25
assert abs(leak / (-curv/XMAX) - 1) < 0.03
true_q = pi_band + gain(solve_u(slow(tc), 0)) * D_FAST * BETA
assert abs(quartet / true_q - 1) < 0.03

# Smooth carrier edge: cylindrical Poisson-Boltzmann solution.
LD = np.sqrt(EPS * kT / (q * ND))
RA = A / LD


def pb(log_y0):
    y0 = np.exp(log_y0)
    s = 1e-5

    def rhs(r, v):
        return [v[1]/r, r * (-np.expm1(-v[0]))]
    v = solve_ivp(rhs, (s, RA), [y0, -np.expm1(-y0)*s*s/2],
                  method="LSODA", rtol=1e-9, atol=1e-12).y[:, -1]
    return 1 - 2*v[1]/RA**2, kT*v[0]


def pb_u(n_slow):
    def balance(z):
        u, bend = pb(z)
        return 1 - u - C*(D_FAST*(CHI0 - ZETA - bend) + n_slow)
    root = brentq(balance, -12, 1.5, xtol=1e-10)
    return pb(root)


u_pb, bend_pb = pb_u(n_mid)
assert abs(bend_pb - psi(u_pb)) < 2*kT
step = 1e14
g_pb = -np.log(pb_u(n_mid+step)[0]/pb_u(n_mid-step)[0])/(2*step)
assert g_pb > 0

# Capture slows as the surface barrier grows: effective trapping clock.
bend_start = psi(solve_u(0.0, 0.0))


def clock(t, v):
    return [np.exp(-(psi(solve_u(slow(v[0]), 0)) - bend_start)/kT)]


eff = solve_ivp(clock, (0, times[-1]), [1e-3], t_eval=times,
                rtol=1e-7, atol=1e-8).y[0]
null_slow = np.polyfit(levels, [ln_r(t, 0) for t in eff], 1)[0]
assert 0 < null_slow < null

# Other neglected effects.
z_f = brentq(lambda z: float(mp.re(-mp.polylog(1.5, -z))) - ND/NC,
             1e-6, 0.9)
degen = float(mp.re(mp.polylog(0.5, -z_f)/mp.polylog(1.5, -z_f)))
n1 = NC/2 * np.exp(-0.045/kT)
ionized = (-n1 + np.sqrt(n1*n1 + 4*n1*ND)) / (2*ND)
rc_mid = A*np.sqrt(u_mid)
conf = (sc.hbar*jn_zeros(0, 1)[0]/rc_mid)**2/(2*MT*sc.m_e*q)
field = q*ND*A*(1-u_mid)/(2*EPS)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


P = "1e-11/Pa"
show("Temperature", T, "K")
show("Longitudinal mass", ML, "m0")
show("Transverse mass", MT, "m0")
show("Mass ratio K", K)
show("Shear deformation potential", XI_U, "eV")
show("Compliance S11", S11*1e12, "1e-12/Pa")
show("Compliance S12", S12*1e12, "1e-12/Pa")
show("Valley splitting per stress / kT", valley_rate/UNIT, P)
show("Band coefficient, formula", pi_band/UNIT, P)
show("Band coefficient, k-space sum", pi_sum/UNIT, P)
show("Band bound for any offsets", bound/UNIT, P)
show("Largest slope in random search", slopes.max()/UNIT, P)
show("Compression limit R/R0", r_limit)
show("Wire radius", A*1e9, "nm")
show("Donor density", ND/1e6, "cm^-3")
show("Relative permittivity", EPS/eps0)
show("Fast trap density", D_FAST/1e4, "cm^-2 eV^-1")
show("Neutral level below surface band edge", CHI0, "eV")
show("Neutral-level stress shift", BETA*1e12, "meV/GPa")
show("Core band edge above Fermi level", ZETA, "eV")
show("Full-depletion potential", PSI0, "V")
show("Areal charge for full depletion", 1/C/1e4, "cm^-2")
show("Slow oxide trap density", N_OX/1e6, "cm^-3")
show("Tunnelling length in trap times", LAM*1e9, "nm")
show("Slow-trap layer depth", DEPTH*1e9, "nm")
show("Shortest slow-trap time", TAU0, "s")
show("Longest slow-trap time", TAUM, "s")
show("Conducting fraction before slow trapping", solve_u(0, 0))
show("Slow charge at 135 s", n_mid/1e4, "cm^-2")
show("Conducting fraction at 135 s", u_mid)
show("Core radius at 135 s", rc_mid*1e9, "nm")
show("Surface band bending at 135 s", psi(u_mid), "V")
show("ln R gain per 1e10 cm^-2 slow charge", g_mid*1e14)
show("Surface stress coefficient at 135 s", pi_surf/UNIT, P)
show("True total coefficient at 135 s", pi_true/UNIT, P)
show("Stress ramp rate", rate/1e3, "kPa/s")
show("Drift term in ramp formula at 135 s", pi_drift/UNIT, P)
show("Recorded ramp slope at 135 s", ramp_slope/UNIT, P)
show("Tension staircase slope", tension/UNIT, P)
show("Compression staircase slope", compression/UNIT, P)
show("Zero-stress staircase slope", null/UNIT, P)
show("Half-sum of tension and compression", half_sum/UNIT, P)
show("Zero-stress slope after 3600 s extra wait", late/UNIT, P)
show("Off-on-on-off coefficient", quartet/UNIT, P)
show("True coefficient at that time", true_q/UNIT, P)
show("Off-on-on-off drift leakage", leak/UNIT, P)
show("Level shift needed to equal drift", BETA*null/pi_surf*1e9,
     "eV/GPa")
show("Poisson-Boltzmann conducting fraction", u_pb)
show("Poisson-Boltzmann gain / depletion gain", g_pb/g_mid)
show("Zero-stress slope with slowed capture", null_slow/UNIT, P)
show("Degeneracy factor on band coefficient", degen)
show("Ionized donor fraction, isolated 45 meV level", ionized)
show("Hard-wall core confinement energy", conf*1e3, "meV")
show("Geometric coefficient neglected", 2*S11/UNIT, P)
show("Surface field", field/1e8, "MV/cm")
print("finished without a failed check")
```

Printed output:

```
Temperature: 300 K
Longitudinal mass: 0.916 m0
Transverse mass: 0.19 m0
Mass ratio K: 4.821
Shear deformation potential: 9 eV
Compliance S11: 7.68 1e-12/Pa
Compliance S12: -2.14 1e-12/Pa
Valley splitting per stress / kT: 341.9 1e-11/Pa
Band coefficient, formula: -81.83 1e-11/Pa
Band coefficient, k-space sum: -81.83 1e-11/Pa
Band bound for any offsets: 127.9 1e-11/Pa
Largest slope in random search: 127.9 1e-11/Pa
Compression limit R/R0: 3.547
Wire radius: 30 nm
Donor density: 1e+18 cm^-3
Relative permittivity: 11.7
Fast trap density: 3e+12 cm^-2 eV^-1
Neutral level below surface band edge: 0.7 eV
Neutral-level stress shift: 20 meV/GPa
Core band edge above Fermi level: 0.08556 eV
Full-depletion potential: 0.348 V
Areal charge for full depletion: 1.5e+12 cm^-2
Slow oxide trap density: 3e+18 cm^-3
Tunnelling length in trap times: 0.1 nm
Slow-trap layer depth: 1.5 nm
Shortest slow-trap time: 1 s
Longest slow-trap time: 3.269e+06 s
Conducting fraction before slow trapping: 0.1564
Slow charge at 135 s: 1.645e+11 cm^-2
Conducting fraction at 135 s: 0.1108
Core radius at 135 s: 9.984 nm
Surface band bending at 135 s: 0.2246 V
ln R gain per 1e10 cm^-2 slow charge: 0.02378
Surface stress coefficient at 135 s: 14.27 1e-11/Pa
True total coefficient at 135 s: -67.57 1e-11/Pa
Stress ramp rate: 66.67 kPa/s
Drift term in ramp formula at 135 s: 792.6 1e-11/Pa
Recorded ramp slope at 135 s: 726.2 1e-11/Pa
Tension staircase slope: 800.1 1e-11/Pa
Compression staircase slope: -934.5 1e-11/Pa
Zero-stress staircase slope: 866.5 1e-11/Pa
Half-sum of tension and compression: -67.22 1e-11/Pa
Zero-stress slope after 3600 s extra wait: 34.64 1e-11/Pa
Off-on-on-off coefficient: -66.4 1e-11/Pa
True coefficient at that time: -67.23 1e-11/Pa
Off-on-on-off drift leakage: 0.01546 1e-11/Pa
Level shift needed to equal drift: 1.215 eV/GPa
Poisson-Boltzmann conducting fraction: 0.1383
Poisson-Boltzmann gain / depletion gain: 0.8294
Zero-stress slope with slowed capture: 678.3 1e-11/Pa
Degeneracy factor on band coefficient: 0.9873
Ionized donor fraction, isolated 45 meV level: 0.7597
Hard-wall core confinement energy: 11.63 meV
Geometric coefficient neglected: 1.536 1e-11/Pa
Surface field: 0.2063 MV/cm
finished without a failed check
```
